\section*{Plane-Wave Cutoff Error of Hydrogen from the Nuclear Cusp}

\section{A kink in one dimension}

Take a particle of unit mass on a line, bound by the potential $-\delta(x)$, in atomic units. Its ground state is $e^{-|x|}$, with energy $-1/2$ and a kink at the origin. Allow only plane waves with $|k|<K$. The matrix element of the potential between normalized plane waves is $-1/(2\pi)$, so with energy $-\kappa^2/2$ the momentum amplitude obeys
\begin{equation}
\frac{k^2+\kappa^2}{2}\,\varphi(k)=C,\qquad C=\frac1{2\pi}\int_{-K}^{K}\varphi(k')\,dk'.
\end{equation}
Solving for $\varphi$, integrating over $k$ and cancelling $C$ gives
\begin{equation}
1=\frac1{2\pi}\int_{-K}^{K}\frac{2\,dk}{k^2+\kappa^2}=\frac{2}{\pi\kappa}\arctan\frac K\kappa .
\end{equation}
Since $\arctan(K/\kappa)=\pi/2-\arctan(\kappa/K)$, this means $\kappa=1-2/(\pi K)+O(K^{-2})$. The energy error is
\begin{equation}
\frac{1-\kappa^2}{2}=\frac{2}{\pi K}+O(K^{-2}).
\label{eq:oned}
\end{equation}

There is a shorter way to the same number. The uncut state has $\varphi(k)=\sqrt{2/\pi}/(1+k^2)$, and for large $K$, where $1+k^2$ may be replaced by $k^2$, the kinetic energy in its discarded tail is
\begin{equation}
2\int_K^\infty\frac{k^2}{2}\,\frac{2}{\pi k^4}\,dk=\frac{2}{\pi K}.
\end{equation}
To leading order, the error is the kinetic energy of the missing tail. For hydrogen the potential does not reduce to a single constant $C$, so this solution does not carry over, and the corresponding statement is proved below by bounds from both sides.

\section{Hydrogen: statement and tail}

Let the nucleus be a fixed point charge and let
\begin{equation}
H=T+V,\quad T=\frac{p^2}{2},\quad V=-\frac1r,\quad \psi=\frac{e^{-r}}{\sqrt\pi},\quad E=-\frac12 .
\end{equation}
The box is infinite, so $\mathbf k$ is continuous. $P$ projects on $|\mathbf k|<K$, and $Q=1-P$. $E_K$ is the lowest energy (the infimum) attainable with functions in $P$, and $\varepsilon=E_K-E$. The result to be shown is
\begin{equation}
\varepsilon=\frac{16}{3\pi K^3}-\frac{16}{\pi^2K^4}+O(K^{-5}).
\label{eq:result}
\end{equation}

The Fourier convention is $\varphi(\mathbf k)=(2\pi)^{-3/2}\int e^{-i\mathbf k\cdot\mathbf r}\psi\,d^3r$, so that $\int|\varphi|^2d^3k=1$. For a spherical state put $g(r)=r\psi(r)$. The angular integral gives
\begin{equation}
\varphi(k)=\frac{1}{(2\pi)^{3/2}}\frac{4\pi}{k}\int_0^\infty g(r)\sin kr\,dr .
\end{equation}
Two integrations by parts, with $g(0)=0$, turn the integral into $-k^{-2}\int g''\sin kr\,dr$. A third gives $-g''(0)/k^3$ plus smaller terms. Because $g''(0)=2\psi'(0)$,
\begin{equation}
\varphi(k)\to-\frac{8\pi\,\psi'(0)}{(2\pi)^{3/2}k^4}.
\label{eq:tail}
\end{equation}
The slope at the nucleus, which is the cusp, sets the tail. For 1s, $\psi'(0)=-\psi(0)=-1/\sqrt\pi$. The full transform follows from $\int_0^\infty re^{-r}\sin kr\,dr=2k/(1+k^2)^2$:
\begin{equation}
\varphi(k)=\frac{2\sqrt2}{\pi}\frac1{(1+k^2)^2}.
\label{eq:phi}
\end{equation}

\section{Upper bound}

Use the truncated state $\chi=P\psi=\psi-Q\psi$ as a trial function. Since $(H-E)\psi=0$, every term containing $\psi$ drops out:
\begin{equation}
\langle\chi|H-E|\chi\rangle=\langle Q\psi|H-E|Q\psi\rangle\equiv A .
\end{equation}
With $w=\|Q\psi\|^2$ the norm of $\chi$ squared is $1-w$, hence
\begin{equation}
\varepsilon\le\frac{A}{1-w},\qquad w\le\frac{32}{\pi}\int_K^\infty\frac{dk}{k^6}=\frac{32}{5\pi K^5}.
\label{eq:upper}
\end{equation}

The kinetic part of $A$ is, by (\ref{eq:phi}),
\begin{equation}
\int_K^\infty\frac{k^2}{2}\frac{8}{\pi^2(1+k^2)^4}4\pi k^2dk
=\frac{16}{\pi}\int_K^\infty\frac{dk}{k^4}+O(K^{-5})
=\frac{16}{3\pi K^3}+O(K^{-5}).
\label{eq:kin}
\end{equation}
The part from $-E$ is $w/2=O(K^{-5})$.

For the potential part, $\langle\mathbf k|V|\mathbf k'\rangle=-1/(2\pi^2|\mathbf k-\mathbf k'|^2)$. The integral over the directions of $\mathbf k'$ is
\begin{equation}
\int\frac{d\Omega'}{|\mathbf k-\mathbf k'|^2}
=2\pi\int_{-1}^{1}\frac{ds}{k^2+k'^2-2kk's}
=\frac{2\pi}{kk'}L,\quad L=\ln\left|\frac{k+k'}{k-k'}\right| .
\label{eq:angle}
\end{equation}
The directions of $\mathbf k$ give a further $4\pi$. Replacing $\varphi$ by its $k^{-4}$ tail changes this part only at order $K^{-6}$, so
\begin{align}
\langle Q\psi|V|Q\psi\rangle
&\simeq-\frac1{2\pi^2}\,\frac8{\pi^2}\,8\pi^2\int_K^\infty\!\!\int_K^\infty\frac{L}{k^3k'^3}\,dk\,dk'\nonumber\\
&=-\frac{32}{\pi^2K^4}\int_0^1\!\!\int_0^1uv\ln\frac{u+v}{|u-v|}\,du\,dv ,
\label{eq:pot}
\end{align}
where $k=K/u$ and $k'=K/v$. The integrand is symmetric, so take twice the region $v<u$ and set $v=ut$:
\begin{equation}
2\int_0^1u^3du\int_0^1t\ln\frac{1+t}{1-t}\,dt=\frac12 .
\end{equation}
The inner integral equals 1, because differentiation confirms that
\begin{equation}
\int_0^x t\ln\frac{1+t}{1-t}\,dt=x-\frac{1-x^2}{2}\ln\frac{1+x}{1-x}.
\label{eq:log}
\end{equation}
The potential part is therefore $-16/(\pi^2K^4)$, and
\begin{equation}
A=\frac{16}{3\pi K^3}-\frac{16}{\pi^2K^4}+O(K^{-5}).
\label{eq:A}
\end{equation}
The second term is negative because it is the expectation value of the attractive potential $-1/r$ in $Q\psi$.

\section{Lower bound: relaxation is too weak to matter}

The best function in $P$ differs from $\chi$, since the retained waves readjust. It must be shown that this gains no more than $O(K^{-5})$.

Let $f$ be any function in $P$ whose energy lies above $E$ by $\delta<3/8$. Every state orthogonal to $\psi$ lies at least $3/8$ above $E$, the distance to the second level at $-1/8$. Hence $f$ overlaps $\psi$, and it can be scaled so that
\begin{equation}
f=\chi+\eta,\qquad \eta\in P,\qquad\langle\psi|\eta\rangle=0 .
\end{equation}
Since $T$ does not connect $P$ with $Q$, we have $P(H-E)\chi=-PVQ\psi\equiv\rho$, and
\begin{equation}
N\equiv\langle f|H-E|f\rangle=A+2\,\mathrm{Re}\langle\eta|\rho\rangle+\langle\eta|H-E|\eta\rangle .
\label{eq:N}
\end{equation}

The last term is bounded below by kinetic energy. The operator $T/2-1/r$ describes a hydrogen atom whose electron has mass 2, with ground energy $-1$. Hence
\begin{equation}
H-E=\frac T2+\left(\frac T2-\frac1r\right)+\frac12\ge\frac T2-\frac12 .
\end{equation}
On states orthogonal to $\psi$ we also have $H-E\ge3/8$. Adding $3/7$ of the first inequality to $4/7$ of the second cancels the constants $-3/14$ and $+3/14$:
\begin{equation}
\langle\eta|H-E|\eta\rangle\ge\tfrac{3}{14}\langle\eta|T|\eta\rangle .
\end{equation}
Completing the square in (\ref{eq:N}) then gives
\begin{equation}
N\ge A-\tfrac{14}{3}R,\qquad R=\langle\rho|T^{-1}|\rho\rangle .
\label{eq:square}
\end{equation}

To size $R$, use (\ref{eq:angle}) and the fact that (\ref{eq:phi}) never exceeds its $k^{-4}$ tail. With $k=Kx$ and $k'=K/u$,
\begin{equation}
0\le\rho(k)\le\frac{2\sqrt2}{\pi^2k}\int_K^\infty\frac{L}{k'^3}\,dk'
=\frac{2\sqrt2}{\pi^2K^3}\,h(x),
\end{equation}
where, by the substitution $t=ux$ and (\ref{eq:log}),
\begin{equation}
h(x)=\frac1x\int_0^1u\ln\frac{1+ux}{1-ux}\,du
=\frac1{x^3}\left[x-\frac{1-x^2}{2}\ln\frac{1+x}{1-x}\right].
\end{equation}
The first form increases with $x$, from $2/3$ at $x=0$ to $1$ at $x=1$. Since $T^{-1}=2/k^2$,
\begin{equation}
R=8\pi\int_0^K\rho^2dk\le\frac{64}{\pi^3K^5}\int_0^1h^2dx=\frac{1.123}{K^5}.
\label{eq:R}
\end{equation}

The norm of $f$ remains. Write $f=(1-w)\psi+\xi$ with $\xi\perp\psi$. Then $N=\langle\xi|H-E|\xi\rangle\ge\frac38\|\xi\|^2$, and $N=\delta\|f\|^2$, so
\begin{equation}
\|f\|^2\le1+\tfrac83N=1+\tfrac83\delta\|f\|^2
\quad\Rightarrow\quad\frac1{\|f\|^2}\ge1-\tfrac83\delta .
\end{equation}
Thus $\delta\ge N(1-\frac83\delta)$. Letting $\delta$ approach its lowest value $\varepsilon$ and using (\ref{eq:square}),
\begin{equation}
\varepsilon\ge\left(A-\tfrac{14}{3}R\right)\left(1-\tfrac83\varepsilon\right).
\label{eq:lower}
\end{equation}
By (\ref{eq:upper}) $\varepsilon=O(K^{-3})$, so the last factor changes the bound only at order $K^{-6}$. Equations (\ref{eq:upper}), (\ref{eq:A}), (\ref{eq:R}) and (\ref{eq:lower}) together prove (\ref{eq:result}).

\section{Solving the cutoff problem directly}

For s states put $u(k)=k\varphi(k)$ and continue it as an odd function to negative $k$. The logarithm in (\ref{eq:angle}) then folds into one integral, and the cutoff problem becomes
\begin{equation}
\frac{k^2}{2}u(k)+\frac1\pi\int_{-K}^{K}\ln|k-k'|\,u(k')\,dk'=E_K\,u(k).
\end{equation}
This was solved in odd Legendre polynomials on $[-K,K]$. The box is infinite here, and the cutoff is the physical one. The errors at $K=24$, 36, 54 and 80 bohr$^{-1}$, multiplied by $K^3$, were fitted by a cubic in $1/K$ with free coefficients. The fit gives $1.69763$ for the leading coefficient, against $16/(3\pi)=1.69765$, and $-1.617$ for the next, against $-16/\pi^2=-1.621$. What is left after both terms of (\ref{eq:result}), multiplied by $K^5$, stays between $-4.36$ and $-4.29$, as a remainder of order $K^{-5}$ should.

At $K=24$ bohr$^{-1}$ the bounds (\ref{eq:lower}) and (\ref{eq:upper}) are $1.1686\times10^{-4}$ and $1.1756\times10^{-4}$ hartree, and the computed error is $1.1737\times10^{-4}$ hartree. Relaxation gains $1.8\times10^{-7}$ hartree, about 0.16\% of the error.

\section{What the cusp does}

Inserting the general tail (\ref{eq:tail}) in the kinetic integral gives
\begin{equation}
\varepsilon\simeq\frac{16\,|\psi'(0)|^2}{3K^3}.
\label{eq:general}
\end{equation}
The proof above covers the ground state. For 2s, (\ref{eq:general}) is an estimate: $|\psi'(0)|^2=1/(8\pi)$, so its error should be one eighth of the 1s error. The computed ratio at $K=36$ bohr$^{-1}$ is 0.1251.

A nuclear charge $Z$ needs no new proof. Measuring lengths in units of $1/Z$ multiplies energies by $Z^2$ and replaces $K$ by $K/Z$, so
\begin{equation}
\varepsilon_Z=Z^2\,\frac{16}{3\pi}\left(\frac ZK\right)^3=\frac{16Z^5}{3\pi K^3},\qquad K\gg Z .
\end{equation}
This holds for one electron, to leading order.

Now remove the cusp by replacing $-1/r$ with $-\mathrm{erf}(r)/r$. This smooths the nucleus over about one bohr and raises the level from $-0.500$ to $-0.331$ hartree, so its errors are measured from that level. This potential is finite at the origin and contains only even powers of $r$, and so does its ground state. Each boundary term in the repeated integration by parts behind (\ref{eq:tail}) contains an odd derivative of $\psi$ at $r=0$, and all of these vanish. The tail then falls faster than any power of $1/k$. At $K=4$ bohr$^{-1}$ the soft nucleus has an error of $1.75\times10^{-6}$ hartree, against $1.7\times10^{-2}$ hartree for the bare one. At $K=8$ bohr$^{-1}$ the bare error is $2.8\times10^{-3}$ hartree, while the soft level differs from its value at $K=16$ bohr$^{-1}$ by $-1\times10^{-10}$ hartree. Adding plane waves cannot raise a variational energy, so the negative sign is numerical error, and the true difference is too small to resolve here.

\section{Cutoffs in electronvolts}

The cutoff is usually quoted as an energy $E_{\rm cut}=K^2/2$, so the leading error falls as $E_{\rm cut}^{-3/2}$. At 1000 eV,
\begin{equation}
K=\sqrt{\frac{2\times1000}{27.2114}}=8.573\ \text{bohr}^{-1},\qquad
\frac{1.69765}{8.573^3}\times27211.4=73.3\ \text{meV}.
\end{equation}
The second term of (\ref{eq:result}) removes about 8.2 meV. For three cutoffs the errors in meV are:

\begin{center}
\begin{tabular}{rrrr}
$E_{\rm cut}$ (eV) & computed & one term & two terms\\
500 & 162.2 & 207.4 & 174.7\\
1000 & 62.7 & 73.3 & 65.1\\
2000 & 23.4 & 25.9 & 23.9
\end{tabular}
\end{center}

Relative to the computed error, the leading term is 28\% too high at 500 eV and 11\% too high at 2000 eV. The second term is a fraction $3/(\pi K)$ of the first, so the leading term alone is good to a few per cent only when $K$ is some tens of bohr$^{-1}$.

For an error of 1 meV the leading term asks for
\begin{equation}
K=\left(1.69765\times27211.4\right)^{1/3}=35.88\ \text{bohr}^{-1},\qquad E_{\rm cut}\approx17.5\ \text{keV}.
\end{equation}
The computed error there is 0.971 meV. In a cubic cell of side 0.8 nm, the number of plane waves, cell volume times $K^3/(6\pi^2)$, is $3.7\times10^4$ at 1000 eV and $2.7\times10^6$ at this cutoff.

Everyday plane-wave calculations for solids use cutoffs of very roughly 400 to 1000 eV, so 17.5 keV is far from typical. The assumption they break is the bare point nucleus: they use pseudopotentials or projector-augmented waves, which leave a smooth function for the plane waves to describe. The soft nucleus above is a model of that change, not a published pseudopotential. At $K=8$ bohr$^{-1}$, about 870 eV, it takes the error from $2.8\times10^{-3}$ hartree (76 meV) to below what could be resolved, but it does so with a wide smoothing that does not keep the hydrogen level. The rapid fall of the tail sets in only once $K$ exceeds the inverse smoothing length. With $-\mathrm{erf}(r/a)/r$ and $a=0.2$ bohr the level is $-0.475$ hartree and the error at 870 eV is still about 8 meV. For one electron in the norm-conserving Goedecker--Teter--Hutter potential of hydrogen, whose level is $-0.4999$ hartree, the error is about 40 meV at 870 eV and about 2 meV at 2000 eV. Removing the cusp changes the law of convergence, but the cutoff needed still depends on the potential and must be tested. Equation (\ref{eq:result}) should not be used to choose a cutoff for such potentials.

Other effects have been neglected as well. Nuclear recoil raises the level by 7.4 meV, more than the 1 meV target. It replaces the electron mass by the reduced mass $\mu$, which scales energies and wavevectors by $\mu$ and hence the leading error by $\mu^4$, a fall of 0.22\%. The relativistic shift of the level is $-0.18$ meV; the relativistic change of the cutoff error itself is not computed here. The proton's radius times $K$ is $6\times10^{-4}$ at the 1 meV cutoff, so the cutoff does not resolve the nucleus. In the 0.8 nm cell $\mathbf k$ is discrete; at 1000 eV this changes the kinetic energy of the tail between $K$ and $3K$ by $-0.05$\%. That value is smaller than usual: the change varies in size and sign as shells of wavevectors cross the cutoff, and between 900 and 1100 eV it is typically about 0.2\% and reaches about 0.7\%. The interaction with periodic images lies outside the infinite-box model and is not estimated here.

\section*{Calculated quantities}
\begin{verbatim}
Hartree energy: 27.21139 eV
16/(3 pi): 1.69765; fitted K^-3 coefficient: 1.69763
-16/pi^2: -1.6211; fitted K^-4 coefficient: -1.6173
K (1/bohr), error (hartree), one term, two terms, remainder*K^5:
  24  1.17371e-04  1.22805e-04  1.17918e-04  -4.358
  36  3.53496e-05  3.63866e-05  3.54214e-05  -4.343
  54  1.05812e-05  1.07812e-05  1.05906e-05  -4.315
  80  3.27484e-06  3.31573e-06  3.27615e-06  -4.288
Bounds at K = 24 1/bohr (hartree):
  lower 1.16863e-04, computed 1.17371e-04, upper 1.17555e-04
  lost norm w: 2.546e-07
  gain by relaxation A - error: 1.833e-07 hartree
  <rho|1/T|rho>: 1.404e-07 hartree
  <rho|1/T|rho>*K^5: 1.1180; limit: 1.1228
2s error / 1s error at K = 36 1/bohr: 0.12507
Soft nucleus level: -0.331141 hartree
  same by finite differences: -0.331142 hartree
  K = 4 1/bohr: soft error 1.75e-06, bare error 1.72e-02 hartree
  K = 8 1/bohr: soft error -1.01e-10, bare error 2.80e-03 hartree
Cutoff (eV), K (1/bohr), error (meV), one term (meV), two terms (meV):
  500  6.062  162.16  207.36  174.70
  1000  8.573  62.73  73.31  65.15
  2000  12.124  23.43  25.92  23.88
For 1 meV by the leading term: K = 35.88 1/bohr
  cutoff energy: 17517 eV
  computed error there: 0.9714 meV
Cubic cell side: 0.8 nm
  plane waves at 1000 eV: 3.676e+04
  plane waves for 1 meV: 2.695e+06
Nuclear recoil: level shift 7.406 meV
  relative fall of the cutoff error: 0.218 %
Relativistic (Dirac) level shift: -0.1811 meV
K times proton radius at the 1 meV cutoff: 5.70e-04
Discrete k in the cell, tail sum from K to 3K at 1000 eV: change -0.050 %
\end{verbatim}
